\section*{Why Roothaan diagonalization works: a Newton step without Fock-matrix response}

\section{A factor of one half per iteration}

Take water in the STO-3G basis, with both O--H bonds at 0.96~\AA\ and an angle of $104.5^\circ$. Rotate the converged restricted Hartree--Fock (RHF) orbitals slightly away from the solution and iterate by plain Roothaan diagonalization. The distance from the solution, measured by the norm of the virtual components of the occupied orbitals, runs
\[
0.0947,\quad 0.0321,\quad 0.0136,\quad 0.0061,\quad 0.0028,\ \ldots
\]
and later shrinks by a factor of about 0.48 per iteration. A full Newton iteration from the same orbitals gives $0.0947$, $0.0049$, $7\times10^{-6}$.

Each diagonalization treats the Fock matrix as fixed, although that matrix changes as soon as the orbitals do. Two things need explaining: why the procedure converges at all, and why the factor is near one half in this basis. Diagonalization turns out to be a Newton step in which the Hessian has lost its two-electron response. The factor is the size of the lost part relative to the orbital-energy gaps.

\section{The energy to second order}

The algebra is in atomic units, with real orbitals and a closed shell. Indices $i,j$ denote occupied and $a,b$ virtual orbitals, all orthonormal, and $(pq|rs)$ is a two-electron integral in charge-density order. Let $D$ be the projector on the occupied space, and let
\[
G(D)_{pq}=\sum_{rs}\left[2(pq|rs)-(pr|qs)\right]D_{rs},\qquad F=h+G(D).
\]
The electronic energy is $E(D)=2\,\mathrm{tr}\,hD+\mathrm{tr}\,DG(D)$. Since $G$ is linear and $\mathrm{tr}\,AG(B)=\mathrm{tr}\,BG(A)$ for symmetric $A,B$, a change $\delta$ of the projector gives, with no higher terms,
\begin{equation}
E(D+\delta)=E(D)+2\,\mathrm{tr}\,F\delta+\mathrm{tr}\,\delta G(\delta).
\label{quad}
\end{equation}

The projector must remain a projector, so it is changed by rotating the orbitals, $D\to e^{\kappa}De^{-\kappa}$. In occupied and virtual blocks,
\[
D=\begin{pmatrix}1&0\\0&0\end{pmatrix},\qquad
\kappa=\begin{pmatrix}0&-x^T\\x&0\end{pmatrix}.
\]
The expansion $\delta=[\kappa,D]+\frac12[\kappa,[\kappa,D]]+\cdots$ has the terms
\[
\delta_1=\begin{pmatrix}0&x^T\\x&0\end{pmatrix},\qquad
\delta_2=\begin{pmatrix}-x^Tx&0\\0&xx^T\end{pmatrix}.
\]
Rotations within the occupied or the virtual space leave $D$ unchanged. They can therefore be used to diagonalize those two blocks of $F$, with diagonal entries $\varepsilon_i$ and $\varepsilon_a$. Write $\Delta_{ai}=\varepsilon_a-\varepsilon_i$. Away from convergence $F_{ai}\neq0$, and these energies are not yet eigenvalues of the whole $F$.

Inserting $\delta_1+\delta_2$ into Eq.~(\ref{quad}) gives three contributions through second order:
\begin{align}
2\,\mathrm{tr}\,F\delta_1&=2\sum_{ai}(F_{ia}+F_{ai})x_{ai}=4\sum_{ai}F_{ai}x_{ai},\\
2\,\mathrm{tr}\,F\delta_2&=2\sum_{ai}(\varepsilon_a-\varepsilon_i)x_{ai}^2
=2\sum_{ai}\Delta_{ai}x_{ai}^2,\\
\mathrm{tr}\,\delta_1G(\delta_1)&=2\sum_{ai}x_{ai}G(\delta_1)_{ai}.
\end{align}
In $G(\delta_1)_{ai}$ each rotation $x_{bj}$ appears twice, as the $bj$ and the $jb$ element of $\delta_1$. The Coulomb integrals for the two are equal and add to $4(ai|bj)$; the exchange integrals are $(ab|ij)$ and $(aj|bi)$. Hence
\begin{equation}
G(\delta_1)_{ai}=\sum_{bj}W_{ai,bj}x_{bj},\quad
W_{ai,bj}=4(ai|bj)-(ab|ij)-(aj|bi).
\label{W}
\end{equation}
Treating $x$ as a vector and $\Delta$ as a diagonal matrix,
\begin{equation}
E(x)=E(0)+4F_{vo}\cdot x+2\,x^T(\Delta+W)x+O(x^3).
\label{second}
\end{equation}
The gradient is $4F_{ai}$ and the Hessian is $4(\Delta+W)$. The gaps give the curvature in a frozen field, and $W$ comes from the response of the field.

\section{What diagonalization does}

A Newton step makes the quadratic model stationary: $4F_{vo}+4(\Delta+W)x=0$. Without $W$ it becomes
\begin{equation}
x_{ai}=-\frac{F_{ai}}{\varepsilon_a-\varepsilon_i}.
\label{step}
\end{equation}

For comparison, let the new occupied space produced by diagonalizing $F$ be spanned by the columns of $\binom{1}{t}$. It must be invariant under $F$, so
\[
F\binom{1}{t}=\binom{1}{t}M .
\]
The upper block gives $M=F_{oo}+F_{ov}t$. Substitution in the lower block gives
\begin{equation}
F_{vo}+F_{vv}t-tF_{oo}-tF_{ov}t=0.
\label{riccati}
\end{equation}
To first order the last term drops out, leaving $F_{ai}+\Delta_{ai}t_{ai}=0$, which is Eq.~(\ref{step}). Reversing the signs of $F_{ov}$, $F_{vo}$ and $t$ together reverses the sign of the whole left side. The small solution is therefore odd in $F_{ov}$. The singular values of $t$ are the tangents of those of $x$, again an odd relation, so the first correction to Eq.~(\ref{step}) is cubic. In the program, halving the displacement reduces the difference between the diagonalization and Eq.~(\ref{step}) by 7.99, against 8 for a cubic law.

This small solution is the one selected by filling the lowest levels, provided that all gaps are positive and $F_{ov}$ is small. The slope of the energy along the step is then
\[
\sum_{ai}4F_{ai}x_{ai}=-4\sum_{ai}\frac{F_{ai}^2}{\Delta_{ai}}<0 .
\]
The direction is downhill. This says nothing about whether the full step is too long.

\section{When it converges}

Let $x$ now be a small error around a converged solution. In the converged orbitals $F_{vo}$ vanishes at the solution, and by Eq.~(\ref{W}) the displacement changes it to $Wx$. Diagonalization leaves the new error
\begin{equation}
x'=-\Delta^{-1}Wx .
\label{error}
\end{equation}
The matrix $\Delta^{-1}W$ has the same eigenvalues $w$ as the symmetric matrix $\Delta^{-1/2}W\Delta^{-1/2}$, so they are real. Each mode is multiplied by $-w$ per iteration, and convergence from a general small displacement requires
\begin{equation}
-1<w<1\quad\text{for every mode.}
\label{condition}
\end{equation}

The two limits differ in meaning. If the solution is a stable minimum, $\Delta+W$ is positive definite, hence $1+w>0$ and the lower limit holds automatically. For $w<0$ the true curvature is smaller than the gap, the step is too short, and the error keeps its sign. For $w>0$ the step is too long and the error alternates in sign. At $w>1$ the alternation grows. Near a stable minimum with positive gaps, overshoot is thus the one way in which the linearized iteration diverges.

\section{How large the neglected part is}

Five occupied and two virtual orbitals give ten rotations. Some diagonal elements, in eV, are:

\begin{center}
\begin{tabular}{crrrrr}
$i\to a$ & $\Delta$ & Coulomb & exchange & $W$ & $W/\Delta$\\
\hline
$1\to6$ & 567.2 & 3.4 & $-22.7$ & $-19.3$ & $-0.03$\\
$2\to6$ & 50.9 & 11.1 & $-19.5$ & $-8.4$ & $-0.16$\\
$3\to7$ & 36.9 & 16.6 & $-20.8$ & $-4.2$ & $-0.11$\\
$5\to6$ & 27.0 & 4.2 & $-17.1$ & $-12.9$ & $-0.48$\\
$5\to7$ & 30.8 & 2.7 & $-17.7$ & $-15.0$ & $-0.49$
\end{tabular}
\end{center}

The neglected part is not small in itself. For the oxygen core orbital it is about 20~eV, but there the gap is so large that $|W|$ is only a few per cent of $\Delta$. The slowest mode is the rotation $5\to7$, out of the oxygen lone pair perpendicular to the molecular plane:
\[
w=\frac{2.652-17.664}{30.751}=\frac{-15.012}{30.751}=-0.488 .
\]
Each step removes 51\% of the error in this mode and leaves 49\%. The measured rate over iterations 8 to 14 is 0.479. It is lower than 0.488 because other modes have not yet died out. The start gives every rotation the same amplitude, and in the linear theory the two slowest modes, with factors 0.488 and 0.476, would alone give 0.484; faster modes, the next with factor 0.434, lower the rate further.

The signs have a simple origin. The Coulomb part is positive or zero for any $x$, because $\sum x_{ai}(ai|bj)x_{bj}$ is the electrostatic self-repulsion of the charge density $\sum x_{ai}\varphi_a\varphi_i$. The diagonal exchange part, $-(aa|ii)-(ai|ai)$, is negative. Its first term reflects the fact that a Hartree--Fock virtual level feels the repulsion of all the electrons, including the one that the rotation would move out of orbital $i$. For a single rotation the gap therefore overstates the curvature whenever exchange wins, as it does on all ten diagonal elements here. The diagonal does not fix the sign of $w$ for modes that mix several rotations.

The partial cancellation matters. At the same gaps, the largest $|w|$ would be 0.76 with the Coulomb part alone and 0.70 with the exchange part alone; together they give 0.49. The ten eigenvalues run from $-0.488$ to $0.076$, well inside Eq.~(\ref{condition}).

These values belong to the minimal basis. In 6-31G, cc-pVDZ, cc-pVTZ and aug-cc-pVDZ at the same geometry, $w_{\min}$ changes little, to about $-0.52$, but $w_{\max}$ rises to 0.59, 0.58, 0.63 and 0.65, although every diagonal element of $W$ is still negative. The slowest mode then overshoots, and the asymptotic factor is about 0.6.

\section{When the bonds are stretched}

Stretching both bonds together at fixed angle changes the balance:

\begin{center}
\begin{tabular}{ccccc}
O--H (\AA) & $\Delta_{\min}$ (eV) & $w_{\min}$ & $w_{\max}$ & $s_c$ (eV)\\
\hline
0.96 & 27.0 & $-0.49$ & 0.08 & $-16.1$\\
1.30 & 19.9 & $-0.64$ & 0.38 & $-7.1$\\
1.60 & 15.2 & $-0.76$ & 0.82 & $-1.5$\\
2.00 & 9.6 & $-0.97$ & 1.55 & 3.1\\
2.40 & 4.3 & $-0.98$ & 2.73 & 3.8
\end{tabular}
\end{center}

The last column is explained below. The largest eigenvalue first passes 1 near 1.70~\AA. Its rise is not steady: on the same solution it drops to 0.94 at 2.10~\AA, where all $|w|$ are below 1, and is 1.49 at 2.20~\AA; at 2.40~\AA\ it belongs to a mode of different symmetry than at 2.00~\AA. Actual iterations from a random displacement of norm $10^{-4}$ return to the solution at the first three distances and leave it at the last two. The gap is still 9.6~eV at 2.00~\AA, so an open gap does not secure convergence. The random displacement breaks the molecular symmetry; in exact arithmetic a symmetric start would not excite an unstable mode of another symmetry, although rounding errors can seed one. At 2.00~\AA\ the mode with the largest $w$ is totally symmetric, so a symmetric start gives no protection there. Each solution was started from the one at the previous distance. At 2.40~\AA\ it is a local minimum, and another RHF solution lies about 0.05~eV lower. These numbers concern the iteration near the solution followed. RHF in a minimal basis leaves out electron correlation and is not a reliable description of the breaking bonds. The table also depends on the basis: in 6-31G and cc-pVDZ, $w_{\max}$ is 0.80--0.82 at 1.30~\AA\ and 1.08--1.10 at 1.60~\AA, so plain iteration already diverges at 1.60~\AA, where $s_c$ is about $+1$~eV; at 0.96~\AA, $s_c$ is about $-8$~eV.

\section{What to do about it}

\paragraph{Shift the virtual levels.} Diagonalize $F+s(1-D)$, with $D$ the current projector. To first order the virtual--occupied block of $1-D$ is $-x$, and the gaps become $\Delta+s$. Equation~(\ref{error}) changes to
\begin{equation}
x'=(\Delta+s)^{-1}(s-W)x .
\end{equation}
With $\Delta+s>0$, the factors lie below 1 if $s-W<\Delta+s$, which is the stability condition $\Delta+W>0$. They lie above $-1$ if $s-W>-(\Delta+s)$, that is, if $\Delta-W+2s$ is positive definite:
\begin{equation}
s>s_c=-\tfrac12\lambda_{\min}(\Delta-W).
\end{equation}
The shifted gap is still open at $s_c$. For the rotation $u$ with the smallest gap, $\lambda_{\min}(\Delta-W)\le\Delta_{\min}-W_{uu}$, and stability gives $-W_{uu}<\Delta_{\min}$; hence $s_c>-\Delta_{\min}$. A negative $s_c$ is a safety margin, and a positive one is the least shift required. At 2.00~\AA\ this is 3.1~eV. At all five distances, iterations 0.54~eV above $s_c$ converged and those 0.54~eV below it did not.

The price is speed. The factors are the eigenvalues of $1-(\Delta+s)^{-1}(\Delta+W)$, and for a stable solution they all move towards 1 as $s$ grows. A shift cures overshoot and slows the modes that already undershoot. Just above $s_c$ the most negative factor is still close to $-1$, so convergence is slow there as well. The fastest shift is the one at which the most negative and the most positive factor have equal magnitude. At 2.00~\AA, where $w_{\min}$ is near $-1$, this lies within about 0.5~eV of $s_c$ and the factor is still 0.97. At 0.96~\AA\ it lies about 9~eV above $s_c$, which is still a negative shift. That sign is particular to STO-3G: in the larger bases $w_{\max}>|w_{\min}|$, and the fastest shift is positive.

\paragraph{Scale the step.} Multiplying the rotation (\ref{step}) by $\alpha$ changes each factor to $1-\alpha(1+w)$. The largest magnitude is least when the two extreme modes have equal and opposite factors:
\[
\alpha=\frac{2}{2+w_{\min}+w_{\max}},\qquad
\rho=\frac{w_{\max}-w_{\min}}{2+w_{\min}+w_{\max}} .
\]
At 0.96~\AA\ this gives $\alpha=2/1.588=1.26$ and $\rho=0.564/1.588=0.36$: in STO-3G a longer step should help. In the larger bases $\alpha$ is 0.94 to 0.97, a slightly shorter step. At 2.00~\AA\ it gives $\alpha=0.77$ and $\rho=2.518/2.586=0.97$. Damping then restores convergence, but at about 3\% per iteration. These are predictions of the linear theory; scaled iterations were not run.

\paragraph{Restore the missing part.} When $w_{\min}$ is near $-1$ and $w_{\max}$ exceeds 1, no single step length serves both modes well. Solving $(\Delta+W)x=-F_{vo}$ removes the linear error in all modes at once, which is why the Newton sequence at the start falls so fast. Far from a minimum $\Delta+W$ need not be positive definite, and the step then needs a safeguard.

\paragraph{Read the iterations.} These signs belong to plain diagonalization; an extrapolation over earlier iterations, such as DIIS, scrambles them. Late in a plain iteration, successive density changes that alternate in sign indicate $w>0$ and, if they decay slowly or grow, call for a shift or a shorter step. Without a shift, slow changes of constant sign indicate $w$ near $-1$, and a shift would make them slower still; with a shift in use, they may also come from a shift that is too large.

The numerical check checks the gradient, the Hessian and Eq.~(\ref{error}) against finite differences of the energy and of the actual diagonalization.

\section*{Calculated quantities}
\begin{verbatim}
water RHF/STO-3G: O-H 0.96 angstrom, angle 104.5 degrees
occupied 5, virtual 2, rotations 10
total RHF energy -2039.8558 eV
orbital energies (eV): -550.816 -34.477 -16.774 -12.319 -10.642 16.406 20.110
weight of out-of-plane O 2p in orbital 5: 1.0000
Hessian/4, diagonal (eV): i->a, gap, Coulomb, exchange, W, W/gap
  1->6   567.222    3.398  -22.681  -19.283  -0.0340
  2->6    50.883   11.078  -19.472   -8.393  -0.1650
  3->6    33.180    7.730  -17.473   -9.743  -0.2936
  4->6    28.725    7.524  -16.820   -9.296  -0.3236
  5->6    27.048    4.193  -17.069  -12.876  -0.4760
  1->7   570.925    2.325  -24.214  -21.890  -0.0383
  2->7    54.586    6.749  -18.667  -11.917  -0.2183
  3->7    36.883   16.609  -20.759   -4.150  -0.1125
  4->7    32.428    7.510  -18.417  -10.906  -0.3363
  5->7    30.751    2.652  -17.664  -15.012  -0.4882
largest off-diagonal |W|: 6.062 eV
eigenvalues of W/gap: -0.4882 -0.4760 -0.4343 -0.3637 -0.2818 -0.2431 -0.2037 -0.0375 -0.0340 0.0762
spectral radius 0.4882, from eigenvalue -0.4882
dominant mode: 5->7, weight 1.0000
radius with Coulomb part only 0.7589, exchange part only 0.6976
largest gradient error 1.6e-07 hartree, Hessian error 7.1e-06 hartree
slope along step -5.29516 eV, formula -5.29516 eV
remainder ratio on halving displacement: 7.989
largest error of map Jacobian: 1.1e-09
distance from solution (dimensionless): iteration, Roothaan, Newton
  0 9.473e-02 9.473e-02
  1 3.208e-02 4.923e-03
  2 1.363e-02 6.825e-06
  3 6.060e-03 1.744e-11
  4 2.762e-03 1.559e-11
  5 1.278e-03 1.559e-11
  6 5.976e-04 1.559e-11
observed Roothaan rate, iterations 8 to 14: 0.4792
stretch: O-H (angstrom), smallest gap (eV), lowest Hessian/4 (eV),
  min and max of W/gap, critical shift (eV), local convergence at
  zero shift / critical - 0.544 eV / critical + 0.544 eV
  0.96   27.048   14.172  -0.4882   0.0762  -16.064 yes/no/yes
  1.30   19.915    7.110  -0.6430   0.3752   -7.133 yes/no/yes
  1.60   15.178    4.041  -0.7560   0.8223   -1.458 yes/no/yes
  2.00    9.606    0.378  -0.9662   1.5521    3.098 no/no/yes
  2.40    4.334    0.280  -0.9838   2.7305    3.778 no/no/yes
\end{verbatim}
